# Three-Phonon Rates: Occupation Factors and Symmetry Counting by Two Routes, part 1

(Sections cited here and not found follow in the second part.)

## First route: transitions between number states

In a model chain with harmonic occupations at 300 K, a phonon of 47.2 meV relaxes, to leading order in the cubic coupling, at a rate of 0.103 ps⁻¹ by splitting into two phonons of 23.6 meV. A phonon of 23.6 meV can undergo the reverse event: it merges with its mirror partner and forms the 47.2 meV phonon again. The coupling is the same and energy is conserved by the same three modes, yet this channel relaxes it at 0.042 ps⁻¹. At zero temperature the first rate is still 0.044 ps⁻¹, while the second vanishes. At 300 K the occupation factors favour the splitting by a factor of 4.9. Half of this advantage is lost because its energy mismatch changes twice as fast with wavevector: in the splitting, the frequencies of both products vary, while in the merger, to first order, only that of the partner does.

### The statement and its conventions

A mode is labelled $\lambda=(\mathbf q,s)$, with wavevector $\mathbf q$ and branch $s$, and $-\lambda$ means $(-\mathbf q,s)$. Its angular frequency is $\omega_\lambda=\omega_{-\lambda}>0$. Uniform translations of a free crystal are left out, since they stretch no bond. With $A_\lambda=a_\lambda+a^\dagger_{-\lambda}$, the cubic part of the lattice energy is

$$H_3=\frac{1}{3!}\sum_{\lambda\lambda'\lambda''}\Phi(\lambda,\lambda',\lambda'')\,A_\lambda A_{\lambda'}A_{\lambda''}, \tag{1}$$

where $\Phi$ is unchanged when its arguments are permuted. For the event in which $\lambda$ turns into $\mu$ and $\nu$, define

$$g(\lambda;\mu,\nu)=\Phi(\lambda,-\mu,-\nu). \tag{2}$$

The minus signs appear because $A_{-\mu}$ contains $a_\mu^\dagger$. If the other modes are held at equilibrium, the mean occupation of $\lambda$ relaxes at the rate

$$\begin{aligned}\Gamma_\lambda=\frac{2\pi}{\hbar^2}\sum_{\mu\nu}\Big[&|g(\nu;\lambda,\mu)|^2(n_\mu-n_\nu)\,\delta(\omega_\lambda+\omega_\mu-\omega_\nu)\\ &+\tfrac12|g(\lambda;\mu,\nu)|^2(1+n_\mu+n_\nu)\,\delta(\omega_\lambda-\omega_\mu-\omega_\nu)\Big].\end{aligned}\tag{3}$$

Both sums run over ordered labels. The first term is called absorption, because $\lambda$ absorbs $\mu$ to form $\nu$. The second is emission, in which $\lambda$ splits. The result is of leading order in $H_3$ and requires a dense set of final states. Quartic anharmonicity, defects and boundaries are not included.

### From force constants to the coupling

Let $i$ stand for cell, atom and direction together, $m_i$ for the mass and $u_i$ for the displacement. The mass-weighted harmonic force-constant matrix has normalized Bloch eigenvectors $w_{i\lambda}$, chosen so that $w_{i,-\lambda}=w_{i\lambda}^*$. Write

$$u_i=\sum_\lambda\sqrt{\frac{\hbar}{2m_i\omega_\lambda}}\,w_{i\lambda}A_\lambda,\qquad p_i=-i\sum_\lambda\sqrt{\frac{\hbar m_i\omega_\lambda}{2}}\,w_{i\lambda}B_\lambda, \tag{4}$$

with $B_\lambda=a_\lambda-a^\dagger_{-\lambda}$. The amplitudes are correct if they reproduce the canonical commutator and the harmonic energy. From $[a_\lambda,a_\mu^\dagger]=\delta_{\lambda\mu}$ one finds $[A_\lambda,B_\mu]=-2\delta_{\mu,-\lambda}$. Therefore

$$[u_i,p_j]=i\hbar\sqrt{\frac{m_j}{m_i}}\sum_\lambda w_{i\lambda}w_{j\lambda}^*=i\hbar\,\delta_{ij},$$

by completeness of the eigenvectors. Their orthogonality turns the potential energy into $\frac14\sum\hbar\omega_\lambda A_\lambda A_{-\lambda}$ and the kinetic energy into $-\frac14\sum\hbar\omega_\lambda B_\lambda B_{-\lambda}$. Since

$$A_\lambda A_{-\lambda}-B_\lambda B_{-\lambda}=2\left(a_\lambda a_\lambda^\dagger+a_{-\lambda}^\dagger a_{-\lambda}\right),$$

their sum is $H_0=\sum_\lambda\hbar\omega_\lambda(a_\lambda^\dagger a_\lambda+\frac12)$, as required.

The cubic Taylor term is $\frac16\sum_{ijk}\Psi_{ijk}u_iu_ju_k$, where $\Psi_{ijk}$ is the third derivative of the energy at the reference positions. Inserting (4) and comparing with (1) gives

$$\Phi(\lambda,\lambda',\lambda'')=\left(\frac{\hbar}{2}\right)^{3/2}\sum_{ijk}\frac{\Psi_{ijk}\,w_{i\lambda}w_{j\lambda'}w_{k\lambda''}}{\sqrt{m_im_jm_k\,\omega_\lambda\omega_{\lambda'}\omega_{\lambda''}}}. \tag{5}$$

The symmetry of $\Phi$ follows from that of third derivatives. Because $\Psi$ is real, reversing all three arguments gives $\Phi^*$.

In a crystal of $N$ cells, each $w$ carries $N^{-1/2}e^{i\mathbf q\cdot\mathbf R}$. The derivatives $\Psi$ depend on relative cell positions, so the sum over a common translation gives $N$ when $\mathbf q+\mathbf q'+\mathbf q''$ is a reciprocal lattice vector, and zero otherwise. Thus $\Phi\propto N^{3\times(-1/2)+1}=N^{-1/2}$. For $g(\lambda;\mu,\nu)$ the condition reads $\mathbf q_\lambda=\mathbf q_\mu+\mathbf q_\nu$ up to a reciprocal lattice vector; umklapp events are therefore already in the sum.

If the triple sum in (5), with its mass factors but without the frequencies, is called $T$, then $|\Phi|^2=\hbar^3|T|^2/(8\omega\omega'\omega'')$. The prefactor of $|T|^2/(\omega\omega'\omega'')$ in (3) is then $\pi\hbar/4$ for absorption and $\pi\hbar/8$ for emission. If $H_3$ is instead written without $1/3!$, its symmetric coefficient is $\Phi/6$, and its square must be multiplied by 36.

### Matrix elements

Take three distinct modes with occupation numbers $m_\lambda,m_\mu,m_\nu$. These are integers in one number state; $n$ is kept for averages. Emission lowers $m_\lambda$ by one and raises the other two. The operators $A_\lambda,A_{-\mu},A_{-\nu}$ can occupy the three places in (1) in $3!=6$ orders. They act on distinct modes and give equal contributions, so the 6 cancels $1/3!$. With $a|m\rangle=\sqrt m\,|m-1\rangle$ and $a^\dagger|m\rangle=\sqrt{m+1}\,|m+1\rangle$,

$$|M_{\rm em}|^2=|g(\lambda;\mu,\nu)|^2\,m_\lambda(m_\mu+1)(m_\nu+1). \tag{6}$$

The inverse event creates $\lambda$ and destroys $\mu$ and $\nu$. Its coefficient is $g^*$, so

$$|M_{\rm inv}|^2=|g(\lambda;\mu,\nu)|^2\,(m_\lambda+1)m_\mu m_\nu. \tag{7}$$

Absorption of $\mu$ by $\lambda$ to form $\nu$ is this inverse event with the roles renamed: it has the coupling $g(\nu;\lambda,\mu)$ and the factor $m_\lambda m_\mu(m_\nu+1)$.

If the two products are the same mode, $\mu=\nu$, there are only three orders, fixed by the place of $A_\lambda$. The coefficient is $3/6=1/2$, and

$$|M_{\rm em}|^2=\tfrac14|g(\lambda;\mu,\mu)|^2\,m_\lambda(m_\mu+1)(m_\mu+2). \tag{8}$$

The inverse has $\frac14|g|^2(m_\lambda+1)m_\mu(m_\mu-1)$. On a ring of three cells, 165 matrix elements obtained by applying cubed displacement operators to a number state agreed with these formulas to rounding error. Of these, 36 are nonzero, 12 of them with a repeated mode; in the others both sides vanish.

### The golden rule

Let the energy of the final state minus that of the initial state be $\hbar\Omega$. To first order, the amplitude of the final state after time $t$ is

$$c(t)=\frac{M}{i\hbar}\int_0^t e^{i\Omega\tau}d\tau,\qquad |c(t)|^2=\frac{|M|^2}{\hbar^2}\,\frac{4\sin^2(\Omega t/2)}{\Omega^2}. \tag{9}$$

As a function of $\Omega$, the last fraction is a peak of width of order $1/t$. Substituting $x=\Omega t/2$ gives its area as $2t\int(\sin^2x/x^2)\,dx=2\pi t$. If the density of final states and the coupling vary little over the peak, it acts as $2\pi t\,\delta(\Omega)$, and the transition rate is

$$\mathcal W=\frac{2\pi}{\hbar^2}|M|^2\delta(\Omega). \tag{10}$$

Written with $\delta(\hbar\Omega)=\delta(\Omega)/\hbar$, the prefactor becomes the familiar $2\pi/\hbar$.

Three conditions on the time enter. The time must be long compared with the inverse frequency range over which the spectrum varies, and short enough that the discreteness of the spectrum is unresolved. It must also be short compared with the relaxation time for first order to suffice. A continuing rate equation needs the further assumption that phase relations produced in one such interval do not influence the next.

Terms with three creation operators have $\Omega$ equal to a sum of positive frequencies. Terms in which $\lambda$ is also one of its own products leave the frequency of the remaining mode unbalanced. Their probabilities in (9) stay bounded instead of growing with $t$, so they give no rate.

### Averages and the factor of one half

Let the modes be statistically independent, with geometric number distributions $P(m)=(1-x)x^m$ of mean $n=x/(1-x)$. For distinct modes, averaging (6) or (7) replaces each $m$ by $n$. For a repeated mode the needed averages are

$$\langle m(m-1)\rangle=\frac{2x^2}{(1-x)^2}=2n^2,$$

$$\langle(m+1)(m+2)\rangle=\langle m(m-1)\rangle+4n+2=2(n+1)^2. \tag{11}$$

Now count physical events in which $\lambda$ splits. The pair $\{\mu,\nu\}$ is one final state, whichever phonon is named first. A sum over ordered labels visits a distinct pair twice and needs a factor $\frac12$. A repeated pair is visited once, but there (8) and (11) give $\frac14\times2=\frac12$. The same factor therefore covers every term.

In absorption, $\mu$ disappears and $\nu$ appears. Exchanging the labels describes a different event, so no half is needed. If $\mu=\lambda$, the squared matrix element again contributes $\frac14\times2=\frac12$, but two quanta of $\lambda$ disappear at once, and the product is 1. The net change of the mean occupation is thus

$$\begin{aligned}\dot n_\lambda=-\frac{2\pi}{\hbar^2}\sum_{\mu\nu}\Big\{&|g(\nu;\lambda,\mu)|^2\big[n_\lambda n_\mu(n_\nu+1)-(n_\lambda+1)(n_\mu+1)n_\nu\big]\delta(\omega_\lambda+\omega_\mu-\omega_\nu)\\ +&\tfrac12|g(\lambda;\mu,\nu)|^2\big[n_\lambda(n_\mu+1)(n_\nu+1)-(n_\lambda+1)n_\mu n_\nu\big]\delta(\omega_\lambda-\omega_\mu-\omega_\nu)\Big\}.\end{aligned}\tag{12}$$

In each bracket the second product is the inverse event. A list of distinct events on a five-cell ring, with explicit number averages, gave the same occupation changes as this ordered sum.

### From the collision equation to a relaxation rate

For Bose–Einstein occupations at temperature $T$, $(n+1)/n=e^{\hbar\omega/k_BT}$. In the absorption bracket, the ratio of the inverse to the forward product is $e^{\hbar(\omega_\lambda+\omega_\mu-\omega_\nu)/k_BT}$, which is 1 on the energy surface. The emission bracket vanishes in the same way. Multiplying out the brackets gives

$$n_\lambda n_\mu(n_\nu+1)-(n_\lambda+1)(n_\mu+1)n_\nu=n_\lambda(n_\mu-n_\nu)-(n_\mu+1)n_\nu,$$

$$n_\lambda(n_\mu+1)(n_\nu+1)-(n_\lambda+1)n_\mu n_\nu=n_\lambda(1+n_\mu+n_\nu)-n_\mu n_\nu. \tag{13}$$

With $n_\mu$ and $n_\nu$ fixed at equilibrium, both are linear in $n_\lambda$ and vanish at its equilibrium value $n_\lambda^0$. Hence $\dot n_\lambda=-\Gamma_\lambda(n_\lambda-n_\lambda^0)$, with $\Gamma_\lambda$ given by (3). The term $\mu=\lambda$ in absorption is quadratic in $n_\lambda$ and counts twice on differentiation; it is one term among order $N$, and its share vanishes in a large crystal.

The factor $n_\mu-n_\nu$ does not give the rate at which a given phonon of mode $\lambda$ is lost by absorbing $\mu$, which contains $n_\mu(n_\nu+1)$. It is smaller because an excess in $\lambda$ also stimulates the inverse event. It is positive, since $\omega_\nu>\omega_\mu$ on the energy surface. In emission the stimulated parts leave $1+n_\mu+n_\nu$, whose 1 survives at zero temperature.

## Second route: equations of motion, an example and a comparison

The symbols carry over. Mode $\lambda$ has frequency $\omega_\lambda$ and mean occupation $n_\lambda$; $A_\lambda=a_\lambda+a^\dagger_{-\lambda}$; the cubic energy is $H_3=\frac16\sum\Phi AAA$ with symmetric $\Phi$; and $g(\lambda;\mu,\nu)=\Phi(\lambda,-\mu,-\nu)$ couples $\lambda$ to the pair $\mu,\nu$. It scales as $N^{-1/2}$ for $N$ cells. The first route gave the collision equation (12) and the relaxation rate (3). For a geometric distribution, $\langle m(m-1)\rangle=2n^2$ and $\langle(m+1)(m+2)\rangle=2(n+1)^2$. The second route reaches (12) without transition probabilities.

### The occupation is driven by a three-phonon correlation

The operators $A$ commute with one another, and $[a_\lambda,A_\mu]=\delta_{\mu,-\lambda}$. The commutator of $a_\lambda$ with $H_3$ can remove any of the three factors, so $3/6=1/2$ remains:

$$[a_\lambda,H_3]=\tfrac12\sum_{\mu\nu}\Phi(-\lambda,\mu,\nu)A_\mu A_\nu. \tag{14}$$

The harmonic energy leaves $a_\lambda^\dagger a_\lambda$ unchanged. Heisenberg's equation therefore gives

$$\dot n_\lambda=\frac{1}{i\hbar}X_\lambda+\text{c.c.}=\frac{2}{\hbar}\,\mathrm{Im}\,X_\lambda,\qquad X_\lambda=\tfrac12\sum_{\mu\nu}\Phi(-\lambda,\mu,\nu)\langle a_\lambda^\dagger A_\mu A_\nu\rangle. \tag{15}$$

Define $C(\lambda;\mu,\nu)=\langle a_\lambda^\dagger a_\mu a_\nu\rangle$. The product $A_\mu A_\nu$ has one part with two destruction operators. Since $\Phi(-\lambda,\mu,\nu)=g(\lambda;\mu,\nu)^*$, it contributes

$$X_{\rm em}=\tfrac12\sum_{\mu\nu}g(\lambda;\mu,\nu)^*C(\lambda;\mu,\nu). \tag{16}$$

There are two mixed parts, $a^\dagger_{-\mu}a_\nu$ and $a_\mu a^\dagger_{-\nu}$. After relabelling they are equal, apart from a commutator that leaves a single operator and no resonance. Their sum cancels the $\frac12$:

$$X_{\rm abs}=\sum_{\mu\nu}g(\nu;\lambda,\mu)\,C(\nu;\lambda,\mu)^*. \tag{17}$$

The part with two creation operators oscillates at a sum of three frequencies and is dropped. The counting is now visible before any probability is defined: there is one way to take two destruction operators from $A_\mu A_\nu$, and there are two ways to take one of each kind.

The golden rule has given the collision equation (12) and the relaxation rate (3), and the equations of motion have shown that the occupation is driven by a three-phonon correlation. It remains to find how the occupations drive that correlation, to recover (12) from it, and to work out the chain behind the opening numbers and compare what the two routes assume.

Numbers in the example were calculated in double precision.
